# Optical onset, quasiparticle gap and the silicon–silica conduction offset

**Q:** I want the conduction offset between silicon and silica. I have a valence offset of 4.5 eV from photoemission and a silicon gap of 1.12 eV. For the oxide I have two candidate energies: a quasiparticle gap of 9.0 eV, and a lowest exciton at 7.78 eV taken from a model absorption spectrum. Which belongs in the alignment?

**A:** The choice follows from what a band edge means. Let $E(N)$ be the ground-state energy of the neutral oxide with $N$ electrons, the nuclei held fixed. The edges are the energies for adding and removing one electron:

$$E_c=E(N+1)-E(N),\qquad E_v=E(N)-E(N-1).$$

Their difference is the quasiparticle gap,

$$E_g=E_c-E_v=E(N+1)+E(N-1)-2E(N).$$

It is the cost of an electron and a hole that do not interact, because each charge is created in its own copy of the oxide.

Now put both materials on one energy axis, with flat bands. Let $\Delta_v>0$ mean that the oxide valence edge lies below silicon's, and let $G$ be silicon's quasiparticle gap. Then

$$E_{v,\mathrm{Si}}=E_{v,\mathrm{ox}}+\Delta_v,\qquad E_{c,\mathrm{Si}}=E_{v,\mathrm{ox}}+\Delta_v+G.$$

The conduction offset is the height of the oxide edge above silicon's:

$$\Delta_c=E_{c,\mathrm{ox}}-E_{c,\mathrm{Si}}=(E_{v,\mathrm{ox}}+E_g)-(E_{v,\mathrm{ox}}+\Delta_v+G)=E_g-G-\Delta_v.$$

The quasiparticle gap therefore belongs there, and your numbers give $9.0-1.12-4.5=3.38$ eV.

**Q:** What happens if I insert the exciton energy instead?

**A:** Absorption takes the oxide from its ground state to an excited state $E^*(N)$ with the same number of electrons. The lowest exciton energy is

$$E_x=E^*(N)-E(N),$$

and the binding energy is defined by $E_b=E_g-E_x$. Keep $G$ and $\Delta_v$ fixed and replace $E_g$ by $E_x$:

$$\Delta_c^{\mathrm{inf}}=E_x-G-\Delta_v=(E_g-E_b)-G-\Delta_v=\Delta_c-E_b.$$

For your numbers, $7.78-1.12-4.5=2.16$ eV. The deficit is 1.22 eV, the binding energy of the model exciton.

**Q:** The algebra is short, but an absorbed photon does put an electron in the conduction band. Why is its energy not the conduction edge?

**A:** The photon also leaves a hole in the oxide, and the electron is attracted to it. An electron injected from silicon meets an oxide whose valence band is full.

A small model shows where the attraction enters. Take a ring of $L$ cells, each with a valence orbital at energy $\epsilon_v$ and a conduction orbital at $\epsilon_c$. Omit spin. Two electrons in the two orbitals of one cell repel with energy $U$. Conduction electrons hop with amplitude $-t_c$ and valence electrons with amplitude $+t_v$, so that for $t_c,t_v>0$ both band edges lie at zero crystal momentum. At first, let the bands not mix.

In the neutral ground state all valence orbitals are full. An added electron finds a valence electron in every cell, so its energy is $\epsilon_c+U-2t_c\cos k$, with its minimum at $k=0$. Removing a valence electron involves no such repulsion, because the conduction orbitals are empty. Thus

$$E_c=\epsilon_c+U-2t_c,\qquad E_v=\epsilon_v+2t_v,$$

$$E_g=\epsilon_c-\epsilon_v+U-2t_c-2t_v.$$

Now excite an electron instead. If electron and hole are in different cells, the electron still pays $U$. If they share a cell, the valence electron that would have repelled it is missing, and it does not pay. Measured from the separated pair, sharing a cell lowers the energy by $U$. The attraction is a repulsion that the hole has removed.

**Q:** Does the binding then equal $U$?

**A:** Not in general, because holding the pair together costs kinetic energy. Light of long wavelength creates pairs of zero total momentum. Describe such a pair by an amplitude $\psi(r)$, where $r$ is the electron–hole separation in cells. Moving the hole one way requires a valence electron to move the other way, and reordering the fermion operators turns $+t_v$ into $-t_v$ for the hole. Without the attraction, the pair energies are

$$e_k=\epsilon_c-\epsilon_v+U-2(t_c+t_v)\cos k.$$

Write $\psi(r)=L^{-1/2}\sum_k\phi_k e^{ikr}$. The attraction acts at $r=0$ and contributes $-U\psi(0)/\sqrt L$ to each Fourier component, so

$$(e_k-E_x)\phi_k=\frac{U}{\sqrt L}\psi(0).$$

Divide by $e_k-E_x$, sum over $k$, and use $\psi(0)=L^{-1/2}\sum_k\phi_k$:

$$\psi(0)=\frac{U}{L}\sum_k\frac{\psi(0)}{e_k-E_x}.$$

A bright pair has $\psi(0)\neq0$, since in this model light creates electron and hole in one cell. Cancelling $\psi(0)$ gives

$$1=\frac{U}{L}\sum_k\frac{1}{e_k-E_x}.$$

For four cells, take $U=3.0$, $t_c=1.0$, $t_v=0.2$ and $E_g=9.0$ eV. The allowed $k$ are $0,\pm\pi/2,\pi$, so the pair energies lie 0, 2.4, 2.4 and 4.8 eV above the gap. With $E_b=1.508$ eV the right side is

$$\frac{3.0}{4}\left(\frac1{1.508}+\frac2{3.908}+\frac1{6.308}\right)=1.00,$$

so the binding is about half of $U$.

In a long ring the sum becomes an integral. Put $T=t_c+t_v$ and $D=\epsilon_c-\epsilon_v+U-E_x$. For $D>2T$,

$$\frac1U=\int_{-\pi}^{\pi}\frac{dk}{2\pi}\frac1{D-2T\cos k}=\frac1{\sqrt{D^2-4T^2}}.$$

Hence $D=\sqrt{U^2+4T^2}$. Since $E_g=\epsilon_c-\epsilon_v+U-2T$, the binding is $E_b=D-2T$:

$$E_b=\sqrt{U^2+4T^2}-2T.$$

For $U\ll T$ this tends to $U^2/(4T)$, a weakly bound, extended pair. For $U\gg T$ it tends to $U-2T$, a pair confined mostly to one cell. At $U=0$ the optical and quasiparticle gaps coincide.

**Q:** You defined the conduction edge by a total-energy difference. Would an actual contact see that edge?

**A:** That can be tested in the four-cell ring. Couple one external orbital weakly to it and vary the orbital's energy. With one extra electron in the system, the electron moves from the orbital into the ring when the orbital passes the true addition energy. With no extra electron, the same procedure locates the valence edge.

With a coupling of 0.01 eV, diagonalization over all electron configurations puts these transfers at 9.4000 and 0.3999 eV. The first dipole-active excitation of the isolated ring lies at 7.4918 eV. The deficit is therefore

$$9.4000-0.3999-7.4918=1.5083\ \text{eV},$$

against 1.5082 eV from the pair equation. The difference in the last digit comes from the finite coupling: as the coupling is reduced, the edges tend to 9.4000 and 0.4000 eV and the deficit to 1.5082 eV.

Two further tests examine the cause. With a band mixing of 0.3 eV between neighbouring cells, the valence orbitals are no longer simply full. The deficit found by charge transfer is then 1.4879 eV, and the binding from total energies is 1.4877 eV. With the same mixing but $U=0$, and with $\epsilon_c$ raised to keep the gap at 9.0 eV, the deficit falls to 0.0002 eV, a remnant of the finite coupling that vanishes with it. In this model the electron–hole attraction is what produces the deficit.

**Q:** My valence offset also comes from an experiment that makes a hole. Why does it not carry an exciton shift?

**A:** In valence photoemission the electron leaves the solid. The final state has $N-1$ electrons and an unaccompanied hole, which is the state in the definition of $E_v$. Adding $E_x$ to that edge combines a removal energy with a neutral excitation. The sum $E_v+E_x=E_c-E_b$ is the energy at which an oxide that already holds a hole can accept an electron and form the exciton. The neutral oxide in the alignment has no such hole, and its lowest addition energy is $E_c$.

The same reasoning applies to silicon. If you use optical gaps for both materials,

$$\Delta_c^{\mathrm{inf}}=(E_g-E_{b,\mathrm{ox}})-(G-E_{b,\mathrm{Si}})-\Delta_v=\Delta_c-E_{b,\mathrm{ox}}+E_{b,\mathrm{Si}}.$$

The silicon error has the opposite sign. A hydrogen-like estimate with reduced mass $0.15\,m_e$ and permittivity 11.7 makes it about 0.015 eV, far too small to cancel the oxide's.

**Q:** Where does the 1.22 eV for the oxide come from?

**A:** From a hydrogen-like exciton with rough parameters: electron mass $0.5\,m_e$, hole mass $5\,m_e$ and optical relative permittivity $\varepsilon=2.25$. The reduced mass is

$$\mu=\frac{0.5\times5}{0.5+5}\,m_e=0.4545\,m_e.$$

Let $C=e^2/(4\pi\varepsilon_0\varepsilon)$. For an s state with radial function $u=re^{-r/a}$, differentiation gives $u''=(1/a^2-2/(ar))u$. The radial equation becomes

$$-\frac{\hbar^2}{2\mu}\left(\frac1{a^2}-\frac2{ar}\right)-\frac Cr=-E_b.$$

The $1/r$ terms cancel if $a=\hbar^2/(\mu C)$, and the constant terms give $E_b=\hbar^2/(2\mu a^2)$. Since $u$ has no node, this is the ground state. Relative to hydrogen, the binding is multiplied by $(\mu/m_e)/\varepsilon^2$:

$$E_b=13.606\ \text{eV}\times\frac{0.4545}{2.25^2}=1.22\ \text{eV},\qquad a=0.262\ \text{nm}.$$

The radius is smaller than a rough cell spacing of 0.31 nm, so an effective-mass description is an estimate here. Softening the attraction to $C/\sqrt{r^2+r_c^2}$ with $r_c=0.1$ nm lowers the binding to 0.94 eV; capping it at its value at the same radius gives 1.10 eV instead. Using the static permittivity 3.9 gives 0.41 eV, which assumes that the lattice follows the pair's internal motion. These are alternative models, not bounds. Their spread changes the value of $E_b$, while the relation $\Delta_c^{\mathrm{inf}}=\Delta_c-E_b$ stays the same.

**Q:** Does the relation survive if the oxide's gap is indirect?

**A:** For the lowest exciton it survives, but that state can be dark. For the bright exciton seen in absorption it needs one more term. Let $E_d$ be the direct quasiparticle gap and $E_{b,d}$ the binding measured from it. The bright exciton lies at $E_d-E_{b,d}$, so the deficit is

$$E_g-(E_d-E_{b,d})=E_{b,d}-(E_d-E_g).$$

In the ring, reversing the sign of $t_v$ moves the valence maximum to $k=\pi$, while the conduction minimum stays at $k=0$. With the fundamental gap held at 9.0 eV, the direct gap is larger by $4|t_v|=0.8$ eV (this form holds for $t_c>|t_v|$). The binding from the direct gap is 1.820 eV, so the formula predicts a deficit of 1.020 eV, and the charge-transfer calculation agrees. The lowest exciton of this ring is dark and still lies 1.508 eV below the fundamental gap. If $E_d-E_g$ exceeded $E_{b,d}$, the bright exciton would lie above the fundamental gap, and using it would overestimate the offset.

**Q:** How much of this can I carry over to a measured silica spectrum?

**A:** The gap, valence offset and masses are rough values in the range used for silicon and silica. The resulting offset of 3.38 eV is somewhat above the roughly 3.1 eV usually assigned to the real interface. The 7.78 eV onset is a model result. Real silica has a prominent excitonic peak at roughly 10 eV, above a gap commonly taken as roughly 9 eV. Inserting that peak would give about $10-1.12-4.5=4.4$ eV, too high by about 1 eV relative to this example.

Real glass also lacks the sharp onset assumed here, because disorder gives an absorption tail. If absorption varies as $e^{\hbar\omega/w}$ with a rough width $w=0.06$ eV, a criterion three decades lower moves the reported onset down by $w\ln1000=0.41$ eV. That shift would add to the deficit without being exciton binding.

There is also an interface effect. Silicon is more polarizable than the oxide and attracts a charge of either sign. At distance $z$, each oxide edge moves into the gap by

$$\delta=\frac{e^2}{16\pi\varepsilon_0\varepsilon z}\,\frac{\varepsilon_{\mathrm{Si}}-\varepsilon}{\varepsilon_{\mathrm{Si}}+\varepsilon}.$$

With $\varepsilon_{\mathrm{Si}}=11.7$ and $z=1$ nm, $\delta=0.11$ eV. A valence offset measured that close to silicon should not be combined with a bulk oxide gap without this correction.

**Q:** Which measurement would distinguish 3.38 from 2.16 eV?

**A:** Internal photoemission from silicon into the oxide. The electron ends in the oxide while the hole stays in silicon, so no oxide exciton is formed. From silicon's valence edge, the threshold without field lowering is

$$G+\Delta_c=1.12+3.38=4.50\ \text{eV}.$$

The exciton-based alignment predicts 3.28 eV. To obtain the oxide gap itself, combine direct and inverse photoemission on the same film, which remove and add an electron. An energy-loss onset does not settle the matter, because the loss creates a neutral pair.

**Q:** Would the wrong offset matter for leakage?

**A:** It would matter greatly when tunnelling limits the current. Consider an electron at silicon's conduction edge and a uniform oxide field $F$. The barrier at depth $x$ is $\Delta_c-eFx$, and in the semiclassical approximation the transmission varies as $e^{-S}$, with

$$S=\frac{2\sqrt{2m}}{\hbar}\int_0^{\Delta_c/eF}\sqrt{\Delta_c-eFx}\,dx.$$

Put $y=\Delta_c-eFx$, so $dx=-dy/(eF)$. The integral becomes $\int_0^{\Delta_c}\sqrt y\,dy/(eF)=2\Delta_c^{3/2}/(3eF)$, and

$$S=\frac{4\sqrt{2m}}{3\hbar eF}\Delta_c^{3/2}.$$

Take $F=8$ MV/cm, below a rough breakdown field of 10 MV/cm, and $m=0.5\,m_e$. The electron leaves the barrier after $3.38/0.8=4.2$ nm, inside a 10 nm oxide. The exponents are 37.52 for the true offset and 19.15 for the inferred one. At fixed field and mass, the transmission is overstated by

$$\frac{37.52-19.15}{\ln10}=7.98$$

powers of ten, with prefactors omitted.

The simple barrier leaves out three sizeable effects. Classical image attraction lowers its top by 0.59 eV and reduces the true-barrier exponent to 35.67. The reduction is modest because the lowering is concentrated near the interface. The lowered top lies only 0.37 nm from silicon, about one oxide cell spacing, so a classical image potential with bulk permittivities gives only an estimate there. Dispersion that accounts for both oxide bands, with the local depth $y$ replaced by $y(1-y/E_g)$, reduces the original exponent to 32.96. That form assumes equal conduction and valence masses; with the valence mass of $5\,m_e$ used for the exciton, the exponent falls only to 36.95. Confinement in silicon raises the electron by about 0.34 eV. That estimate uses a triangular well with normal mass $0.92\,m_e$ and field $3.9F/11.7$, and neglects screening by the other carriers. At this field those carriers number about $1.7\times10^{13}$ cm$^{-2}$ and are degenerate; treated self-consistently at 300 K they lower the level to about 0.30 eV, with the Fermi level about 0.07 eV above it.

With all three included for both barriers, and $E_g=9.0$ eV kept in the dispersion, the overstatement is 6.6 powers of ten with equal band masses, and 7.5 with a valence mass of $5\,m_e$. The numerical output lists the separate values. For this example the corrections change the size of the leakage error, but they do not remove it.

## Values computed for the example and the checks

```
Ring: 4 cells; U=3.0, t_c=1.0, t_v=0.2 eV
Ring conduction edge from external level: 9.4000 eV
Ring valence edge from external level: 0.3999 eV
Ring bright absorption onset: 7.4918 eV
Ring offset deficit: 1.5083 eV
Ring binding from pair equation: 1.5082 eV
Band mixing in second ring: 0.300 eV
Mixed-ring offset deficit: 1.4879 eV
Mixed-ring binding from total energies: 1.4877 eV
Deficit without attraction, magnitude: 0.0002 eV
Indirect-ring deficit: 1.0204 eV
Indirect-ring binding from direct gap: 1.8202 eV
Indirect-ring direct minus fundamental gap: 0.8000 eV
Rough gaps, oxide and silicon: 9.0, 1.12 eV
Rough valence offset: 4.500 eV
Electron, hole masses: 0.5, 5.0 m_e
Reduced exciton mass: 0.4545 m_e
Oxide permittivity, optical/static: 2.25, 3.9
Hydrogenic exciton binding: 1.222 eV
Binding from radial diagonalization: 1.222 eV
Exciton radius: 0.262 nm
Rough cell spacing: 0.310 nm
Binding with static screening: 0.407 eV
Softened-core radius: 0.100 nm
Binding with softened core: 0.942 eV
Model exciton onset: 7.778 eV
True conduction offset: 3.380 eV
Inferred conduction offset: 2.158 eV
Offset deficit: 1.222 eV
Photoemission threshold from Si valence edge: 4.500 eV
Threshold wrongly inferred from exciton: 3.278 eV
Field, rough breakdown: 8.0, 10.0 MV/cm
Oxide thickness, tunnel exit: 10.0, 4.22 nm
Tunnelling exponent, true barrier: 37.52
Tunnelling exponent, inferred barrier: 19.15
Transmission overstated by powers of ten: 7.98
Image-force barrier lowering: 0.589 eV
Silicon subband energy, unscreened well: 0.335 eV
True-barrier exponent with image force: 35.67
True-barrier exponent, two-band oxide: 32.96
Powers of ten with all three corrections: 6.59
Temperature: 300 K
Thermal current factor, true barrier: 1.385
Thermal current factor, inferred barrier: 1.225
Rough absorption-tail width: 0.060 eV
Tail shift over three decades: 0.414 eV
Silicon exciton binding estimate: 0.0149 eV
Distance from interface for image shift: 1.000 nm
Image shift of each oxide band edge: 0.108 eV
```
